# Current Noise of a Coherent Conductor: Thermal and Partition Parts

## 1. One open question per electron

Take a conductor with one channel and, for the moment, one spin direction. Both reservoirs are at zero temperature, and the left chemical potential is higher by \(eV>0\), where \(e\) is the magnitude of the electron charge. Right-moving states in an energy interval \(dE\) have density \(dk/2\pi\) per length and velocity \(v=\hbar^{-1}dE/dk\). When filled, they bring electrons to the scatterer at the rate \(v\,dk/2\pi=dE/h\). The bias window therefore supplies \(N=eV\tau/h\) electrons in a long time \(\tau\), in a regular stream, because every state in the window is filled.

Each electron is transmitted with probability \(T_1\) or reflected with probability \(1-T_1\). The transmitted number is binomial, with mean \(NT_1\) and variance \(NT_1(1-T_1)\). This variance vanishes if \(T_1=0\) or \(T_1=1\), since the outcome for each electron is then certain. The counting gives the part of the variance proportional to \(\tau\), which is the part that sets the zero-frequency noise; an open channel keeps a small remainder that grows only as \(\ln\tau\).

To turn a variance into a noise spectrum, let \(Q=\int_0^\tau I\,dt\) and define the one-sided zero-frequency spectrum

\[
S=2\int_{-\infty}^{\infty}d\tau'\,\tfrac12\langle\Delta I(\tau')\Delta I(0)+\Delta I(0)\Delta I(\tau')\rangle .
\tag{1}
\]

The variance of \(Q\) is a double time integral of the correlation function. For \(\tau\) much longer than the correlation time it becomes \(\tau\) times the single integral, so

\[
S=2\,\mathrm{Var}(Q)/\tau .
\tag{2}
\]

With \(\mathrm{Var}(Q)=e^2NT_1(1-T_1)\) and a factor 2 for spin,

\[
S=\frac{4e^2}{h}\,eV\,T_1(1-T_1)=2eI(1-T_1),\qquad I=\frac{2e^2}{h}T_1V .
\tag{3}
\]

This is partition noise. At finite temperature the incoming stream itself fluctuates, and electrons arrive from both sides. The scattering calculation below treats both effects together.

## 2. The current operator

Assume non-interacting electrons, elastic phase-coherent scattering, and reservoirs that emit electrons with Fermi functions \(f_L,f_R\) at a common temperature \(T\). Temperature has no index; transmission probabilities carry one. Spin is conserved and enters as a factor 2.

In the left lead, let \(a_L(E)\) annihilate an electron moving towards the scatterer and \(b_L(E)\) one moving away. For one transverse mode,

\[
\psi(x,t)=\int\frac{dE}{\sqrt{hv}}\left[a_L e^{ikx}+b_L e^{-ikx}\right]e^{-iEt/\hbar}.
\tag{4}
\]

The prefactor gives \(\{a(E),a^\dagger(E')\}=\delta(E-E')\), because \(2\pi\delta(k-k')/(hv)=\delta(E-E')\).

Insert (4) into \(I=(e\hbar/2mi)[\psi^\dagger\partial_x\psi-(\partial_x\psi^\dagger)\psi]\), which counts electron flow from left to right as positive. The terms mixing \(a\) and \(b\) are proportional to \(k-k'\) and vanish at \(E=E'\). The other terms carry \(\hbar(k+k')/(2m\,h\sqrt{vv'})\), which becomes \(1/h\) there. Zero-frequency noise will involve \(E=E'\) alone, so for this purpose

\[
I(t)=\frac eh\int\!\!\int dE\,dE'\,e^{i(E-E')t/\hbar}
\left[a_L^\dagger(E)a_L(E')-b_L^\dagger(E)b_L(E')\right],
\tag{5}
\]

where a sum over modes is understood.

Outgoing amplitudes follow from incoming ones by the unitary matrix

\[
\begin{pmatrix}b_L\\ b_R\end{pmatrix}=s\begin{pmatrix}a_L\\ a_R\end{pmatrix},\qquad
s=\begin{pmatrix}r&t'\\ t&r'\end{pmatrix}.
\tag{6}
\]

Substituting \(b_L=ra_L+t'a_R\), the bracket in (5) becomes \(\sum_{\gamma\delta}a_\gamma^\dagger A_{\gamma\delta}a_\delta\), with \(\gamma,\delta\in\{L,R\}\). At equal energies,

\[
A_{LL}=1-r^\dagger r=t^\dagger t,\quad A_{LR}=-r^\dagger t',\quad
A_{RL}=-t'^\dagger r,\quad A_{RR}=-t'^\dagger t' .
\tag{7}
\]

The first equality uses \(r^\dagger r+t^\dagger t=1\), a block of \(s^\dagger s=1\).

Let \(T_n\) be the eigenvalues of \(t^\dagger t=1-r^\dagger r\). The square matrices \(r^\dagger r\) and \(rr^\dagger\) have the same eigenvalues, so \(t't'^\dagger=1-rr^\dagger\) also has eigenvalues \(T_n\). The nonzero eigenvalues of \(t'^\dagger t'\) are the same again. The average of (5), with \(\langle a_\gamma^\dagger(E)a_\gamma(E')\rangle=f_\gamma\delta(E-E')\), is then

\[
I=\frac{2e}{h}\int dE\sum_nT_n(f_L-f_R).
\tag{8}
\]

## 3. Fluctuations of a quadratic operator

Label the incoming states by a discrete index \(i\), with independent occupations of mean \(f_i\). We need the average of \(a_i^\dagger a_ja_k^\dagger a_l\), less the product of the averages of its two pairs.

If \(i\neq j\), the first pair moves an electron from \(j\) to \(i\). The second pair must prepare this by moving one from \(i\) to \(j\), so \(k=j\) and \(l=i\). The average is \(\langle n_i(1-n_j)\rangle=f_i(1-f_j)\), and the subtracted product is zero. If \(i=j\), then \(k=l\) is required, and the result is the covariance of \(n_i\) and \(n_k\). This is zero for \(i\neq k\) and \(f_i(1-f_i)\) for \(i=k\), since \(n_i^2=n_i\). Both cases are contained in

\[
\langle a_i^\dagger a_ja_k^\dagger a_l\rangle-\langle a_i^\dagger a_j\rangle\langle a_k^\dagger a_l\rangle
=\delta_{il}\delta_{jk}f_i(1-f_j).
\tag{9}
\]

An electron must be present in the first state and a vacancy in the second.

Apply (9) to (5). Two energy integrals remain, with the phase \(e^{i(E-E')\tau'/\hbar}\). Its integral over \(\tau'\) is \(2\pi\hbar\,\delta(E-E')=h\,\delta(E-E')\), so the prefactor \((e/h)^2\) becomes \(e^2/h\). By stationarity, the reversed operator order in (1) gives the same integral. The factor 2 in (1) and the factor 2 for spin then yield

\[
S=\frac{4e^2}{h}\int dE\sum_{\gamma\delta}
\mathrm{Tr}[A_{\gamma\delta}A_{\delta\gamma}]\,f_\gamma(1-f_\delta).
\tag{10}
\]

The traces follow from (7):

\[
\mathrm{Tr}A_{LL}^2=\mathrm{Tr}A_{RR}^2=\sum_nT_n^2,
\tag{11}
\]

\[
\mathrm{Tr}A_{LR}A_{RL}=\mathrm{Tr}[t't'^\dagger rr^\dagger]
=\mathrm{Tr}[t't'^\dagger(1-t't'^\dagger)]=\sum_nT_n(1-T_n).
\tag{12}
\]

In (12) the trace was permuted cyclically and \(rr^\dagger+t't'^\dagger=1\) was used. The product \(T_n(1-T_n)\) thus comes from terms that need both reflection and transmission. With \(G_0=2e^2/h\),

\[
\begin{aligned}
S=2G_0\int dE\sum_n\{&T_n^2[f_L(1-f_L)+f_R(1-f_R)]\\
&+T_n(1-T_n)[f_L(1-f_R)+f_R(1-f_L)]\}.
\end{aligned}
\tag{13}
\]

Expanding the products shows that

\[
f_L(1-f_R)+f_R(1-f_L)=f_L(1-f_L)+f_R(1-f_R)+(f_L-f_R)^2 .
\tag{14}
\]

Inserting this in (13), the \(T_n^2\) terms cancel in the coefficient of the equal-reservoir factors:

\[
\begin{aligned}
S=2G_0\int dE\sum_n\{&T_n[f_L(1-f_L)+f_R(1-f_R)]\\
&+T_n(1-T_n)(f_L-f_R)^2\}.
\end{aligned}
\tag{15}
\]

Equation (15) holds for energy-dependent \(T_n(E)\).

The counting picture of Section 1 gives the same integrand. In one energy slot, a net charge \(+e\) crosses with probability \(T_1f_L(1-f_R)\), and \(-e\) with probability \(T_1f_R(1-f_L)\). If both inputs are occupied, the Pauli principle fills both outputs with one electron each, and no net charge crosses. The variance in units of \(e^2\) is

\[
T_1[f_L(1-f_R)+f_R(1-f_L)]-T_1^2(f_L-f_R)^2,
\tag{16}
\]

which (14) turns into the integrand of (15). If the two electrons were instead scattered independently, a doubly occupied slot would contribute \(2T_1(1-T_1)\). The filled states far below the chemical potentials would then be noisy even at zero temperature.

## 4. The thermal integrals and the crossover

Now let each \(T_n\) be constant over the energies where the factors in (13) are appreciable: the bias window and a few \(kT\) on either side. Since \(f(1-f)=-kT\,\partial f/\partial E\),

\[
\int f(1-f)\,dE=kT[f(-\infty)-f(\infty)]=kT .
\tag{17}
\]

For the mixed products, use \(f_\gamma/(1-f_\gamma)=e^{-(E-\mu_\gamma)/kT}\). The ratio of \(f_L(1-f_R)\) to \(f_R(1-f_L)\) is therefore \(e^{eV/kT}\) at every energy, while their difference is \(f_L-f_R\). Two numbers with ratio \(e^{2x}\) have a sum equal to their difference times \((e^{2x}+1)/(e^{2x}-1)=\coth x\). Hence

\[
f_L(1-f_R)+f_R(1-f_L)=(f_L-f_R)\coth x,\qquad x=\frac{eV}{2kT}.
\tag{18}
\]

The integral of \(f_L-f_R\) is \(eV\): its derivative with respect to \(\mu_L\) is \(\int(-\partial f_L/\partial E)\,dE=1\), and it vanishes at \(\mu_L=\mu_R\). Equation (13) becomes

\[
S=2G_0\left[2kT\sum_nT_n^2+eV\coth\!\left(\frac{eV}{2kT}\right)\sum_nT_n(1-T_n)\right].
\tag{19}
\]

Define \(G=G_0\sum_nT_n\) and the Fano factor \(F=\sum_nT_n(1-T_n)/\sum_nT_n\). Writing \(eV=2kTx\) and \(\sum T_n^2=\sum T_n-\sum T_n(1-T_n)\) gives

\[
S=4kTG\,[1+F(x\coth x-1)].
\tag{20}
\]

**Zero bias.** As \(x\to0\), \(x\coth x\to1\) and \(S=4kTG\), the Johnson noise. This limit does not need constant \(T_n\). At \(V=0\), (15) gives

\[
S=4G_0\int\sum_nT_n\,f(1-f)\,dE
=4kT\,G_0\int\sum_nT_n\left(-\frac{\partial f}{\partial E}\right)dE .
\tag{21}
\]

The last factor, including \(G_0\), is the linear conductance from (8), because \(f_L-f_R\simeq eV(-\partial f/\partial E)\) at small bias.

**Small bias.** From \(\cosh x\simeq1+x^2/2\) and \(\sinh x/x\simeq1+x^2/6\), \(x\coth x\simeq1+x^2/3\). The noise rises quadratically, \(S\simeq4kTG(1+Fx^2/3)\).

**Large bias.** Since \(x\coth x=x+2x/(e^{2x}-1)\), the correction to a straight line is exponentially small. With \(4kTGx=2eGV=2eI\),

\[
S\to2eIF+4kTG(1-F).
\tag{22}
\]

The line \(1+F(x-1)\) meets the zero-bias value 1 at \(x=1\), so \(eV=2kT\) marks the crossover for any \(F>0\). Adding the full Johnson noise to \(2eIF\) would give \(1+Fx\) in units of \(4kTG\), which at large bias is too high by \(F\). At \(T\to0\), (22) reduces to \(2eIF\), in agreement with (3).

**Weak transmission.** If all \(T_n\ll1\), drop \(T_n^2\) in (13) and use (18). Comparison with (8) gives \(S=2eI\coth(eV/2kT)\), even when the small \(T_n\) depend on energy.

## 5. What is silent on a plateau

Suppose every \(T_n\) is 0 or 1 throughout the relevant energies. Then \(F=0\), and (20) gives

\[
S=4kTG\quad\text{at every bias within the plateau}.
\tag{23}
\]

The partition noise is silent; the conductor as a whole is not. Open channels pass on the occupation fluctuations of the reservoirs, and by (17) their strength does not depend on the chemical potentials. When at least one channel is open, complete zero-frequency silence also requires \(T\to0\).

A conductance equal to a multiple of \(G_0\) does not by itself imply \(F=0\). Two channels with \(T_n=1/2\) have \(G=G_0\) but \(F=1/2\). The noise under bias distinguishes them from one open channel; at zero bias both give \(4kTG\).

## 6. A quantum point contact

Take as a model the transmission of a saddle-shaped constriction,

\[
T_n(E)=\frac{1}{1+\exp[-2\pi(E-E_n)/\hbar\omega_x]},\qquad E_{n+1}-E_n=\hbar\omega_y ,
\tag{24}
\]

with chosen values \(\hbar\omega_x=2\) meV, \(\hbar\omega_y=10\) meV, \(T=0.5\) K and \(V=0.3\) mV. The formula serves here as the definition of the model. The mean chemical potential \(\mu\) is measured from \(E_1\), and the bias is applied symmetrically about it.

Here \(kT=0.0431\) meV, so \(x=0.300/(2\times0.0431)=3.48\) and \(x\coth x=3.49\).

On the first riser, \(\mu=E_1\), \(T_1=1/2\) and \(G=38.7\) µS. The Johnson noise is \(1.070\times10^{-27}\ \mathrm{A^2/Hz}\), and (20) gives

\[
S=1.070\,[1+0.5\times2.488]\times10^{-27}=2.40\times10^{-27}\ \mathrm{A^2/Hz}.
\tag{25}
\]

The energy integral with the full \(T_n(E)\) gives \(2.38\times10^{-27}\ \mathrm{A^2/Hz}\), so the constant-transmission value is 1% higher than the integral. The sign follows from (15). About the riser centre, \(T_1-1/2\) is odd in energy and drops out of the thermal term, while \(T_1(1-T_1)=1/4-(T_1-1/2)^2\) lies below 1/4 away from the centre.

On the first plateau, \(\mu-E_1=5\) meV, the conductance is 77.5 µS and \(F=3\times10^{-7}\). The noise is \(2.14\times10^{-27}\ \mathrm{A^2/Hz}\), equal to the Johnson value to the printed digits. The excess caused by the bias is \(1.7\times10^{-33}\ \mathrm{A^2/Hz}\). The current is twice that on the riser, yet the total noise is lower.

On the second riser one channel is open and one is half open, so \(F=(1/4)/(3/2)=1/6\). The integrated excess, \(1.31\times10^{-27}\ \mathrm{A^2/Hz}\), is the same as on the first riser: the open channel adds Johnson noise but negligible partition noise.

For a channel with constant \(T_1=1/2\), the crossover voltage \(2kT/e\) is 0.086 mV. There \(S/4kTG=1.157\), whereas the simple sum of Johnson and shot noise would give 1.5. At \(x=5\) the ratio is 3.0002, already very close to the straight-line value 3.

The plateau result fails when the bias window reaches a riser. At 12 mV on the first plateau, the window extends 6 meV either side of \(\mu\), hence 1 meV beyond both neighbouring thresholds. Keep (24) fixed, leaving out the change of the barrier by the bias. From (24), \(T_n(1-T_n)=(\hbar\omega_x/2\pi)\,dT_n/dE\). At zero temperature the ratio of excess noise to \(2eI\) is then

\[
\frac{1}{eV}\frac{\hbar\omega_x}{2\pi}\sum_{n=1}^{2}\Delta T_n
=\frac{0.318\times2\times0.959}{12}=0.051 ,
\tag{26}
\]

where \(\Delta T_n=1-1/(1+e^{\pi})=0.959\) is the change of \(T_n\) across the window, and \(I=G_0V\) has been used. The full integral at 0.5 K gives 0.0505, or an excess of \(1.50\times10^{-26}\ \mathrm{A^2/Hz}\). The current is 930 nA, still \(G_0V\), because the window is centred midway between the two thresholds, so the loss in the first subband is balanced by the gain in the second. At this symmetric point the noise shows a departure from the plateau that the current hides. The balance is special to that point: for \(\mu-E_1=4.5\) meV the current at 12 mV is \(0.92\,G_0V\), and an unequal division of the bias between the two sides also breaks it.

## 7. A check in real time, and the range of validity

Equation (2) allows a test that uses no scattering states in its numerical part. Two thermal half-chains with different chemical potentials are joined at time zero and evolved, and the variance of the transferred electron number is followed. For one spin its growth rate should be \(S/4e^2\), with \(S\) from (19). For \(T_1=1/2\) and \(eV\) equal to 0.4 of the hopping energy, the evolved rate is 0.01986 and the predicted one 0.01991, in units of hopping energy over \(\hbar\). For a perfect link the evolved rate is 0.01592 both with and without bias, as (23) requires. All four cases agree within the 2% allowed for energy-dependent transmission and the remaining transient; the numerical output lists them.

The result describes frequencies low enough that scattering amplitudes do not change over an energy \(hf\). In (19) the \(T_n^2\) term also needs \(hf\ll kT\), while the \(T_n(1-T_n)\) term needs \(hf\) small compared with the larger of \(kT\) and \(eV\). At \(T\to0\), (3) therefore applies for \(hf\) sufficiently far below \(eV\). Interactions, inelastic scattering inside the conductor and slow fluctuations of the barrier lie outside the assumptions. So does heating of the reservoirs: (23) assumes that they stay at \(T\) under bias, whereas in a real contact the power \(GV^2\) is released in them. If half of it leaves each side by electronic conduction alone through a resistance \(R\), the Wiedemann–Franz law gives \(T_e^2=T^2+GRV^2/L_0\) with \(L_0=\pi^2k^2/3e^2\). For \(R=10\ \Omega\) on the first plateau this is a rise of 3 mK at 0.3 mV, adding about \(10^{-29}\ \mathrm{A^2/Hz}\), far more than the model excess of Section 6; at 12 mV the same estimate gives about 2 K. If the transmissions vary over the thermal or bias window, (15) replaces (20).

## Numbers as computed

```
conductance quantum G0 = 77.4809 microsiemens
temperature = 0.50 K; kT = 0.04309 meV
bias = 0.300 mV; x = eV/2kT = 3.4814
x coth x = 3.4880
crossover voltage 2kT/e = 0.08617 mV
saddle hbar omega_x = 2.0 meV, hbar omega_y = 10.0 meV
Noise values below are in 1e-27 A^2/Hz
riser 1: mu-E1 = 0 meV, T1 = 0.5000000, T2 = 0.0000000
  G = 38.7405 microsiemens, I = 11.6221 nA, F = 5.000e-01
  Johnson = 1.0697, closed S = 2.4005, integral S = 2.3764
  excess from integral = 1.307e+00
plateau 1: mu-E1 = 5 meV, T1 = 0.9999998, T2 = 0.0000002
  G = 77.4809 microsiemens, I = 23.2443 nA, F = 3.014e-07
  Johnson = 2.1395, closed S = 2.1395, integral S = 2.1395
  excess from integral = 1.665e-06
riser 2: mu-E1 = 10 meV, T1 = 1.0000000, T2 = 0.5000000
  G = 116.2214 microsiemens, I = 34.8664 nA, F = 1.667e-01
  Johnson = 3.2092, closed S = 4.5399, integral S = 4.5158
  excess from integral = 1.307e+00
plateau 2: mu-E1 = 15 meV, T1 = 1.0000000, T2 = 0.9999998
  G = 154.9618 microsiemens, I = 46.4886 nA, F = 1.507e-07
  Johnson = 4.2790, closed S = 4.2790, integral S = 4.2790
  excess from integral = 1.665e-06
Half-open channel, S/(4kTG): quadrature, asymptote, naive sum
  x = 0.0, V = 0.00000 mV: 1.00000, 0.50000, 1.00000
  x = 0.5, V = 0.04309 mV: 1.04099, 0.75000, 1.25000
  x = 1.0, V = 0.08617 mV: 1.15652, 1.00000, 1.50000
  x = 2.0, V = 0.17235 mV: 1.53731, 1.50000, 2.00000
  x = 5.0, V = 0.43087 mV: 3.00023, 3.00000, 3.50000
half-open S/(2eI) at 1.0 mK and 0.3 mV = 0.50029
plateau 1 at 12.0 mV: I = 929.771 nA
  excess = 15.0466 x 1e-27 A^2/Hz, excess/(2eI) = 0.05050
Lattice: 300 sites per side, kT = 0.05 hopping, times 80 to 240 hbar/hopping
Lattice charge-variance rates in hopping/hbar: evolved, predicted
  T = 0.5, eV = 0.0 hopping: 0.007950, 0.007958
  T = 0.5, eV = 0.4 hopping: 0.019857, 0.019905
  T = 1.0, eV = 0.0 hopping: 0.015916, 0.015915
  T = 1.0, eV = 0.4 hopping: 0.015916, 0.015915
```
